# Stability of Taylor propagators for real-time time-dependent density functional theory, part 1

(Sections cited here and not found follow in the second part.)

## Setting

Hartree atomic units are used throughout ($\hbar = m_e = e = 4\pi\varepsilon_0 = 1$): energies are in hartree (Ha), lengths in bohr, and times in the atomic unit of time (au), which is 24.1888 as. In real-time time-dependent density functional theory each Kohn-Sham orbital obeys

$$ i\,\frac{d\psi}{dt} = H\psi . $$

On a grid or in an orthonormal basis, $\psi$ is a column of complex numbers with norm $\|\psi\|^2 = \psi^\dagger\psi$, and $H$ is a finite Hermitian matrix. Until part (g), $H$ does not depend on time. The exact solution over one step $\Delta t > 0$ is then $\psi(t+\Delta t) = e^{-iH\Delta t}\psi(t)$, and it conserves the norm because $e^{-iH\Delta t}$ is unitary. The Taylor propagator of order $k$ cuts the exponential series after the $k$-th power:

$$ U_k = \sum_{n=0}^{k} \frac{(-iH\Delta t)^n}{n!} . $$

One step costs $k$ products of $H$ with a vector. The norm of a matrix is $\|M\| = \max_{\psi\neq 0}\|M\psi\|/\|\psi\|$. The propagator is called stable, for given $H$ and $\Delta t$, if $\|U_k^N\|$ stays below a fixed bound for all step numbers $N$. The spectral radius $\rho = \max_j |E_j|$ runs over all eigenvalues $E_j$ of $H$, occupied or not.

## (a) Reduction to one number per eigenvalue

Show that stability is decided by a function $G_k(x)$ of one real variable, evaluated at $x = E_j\Delta t$. Show that the result carries over to a non-orthogonal basis, and that for constant $H$ the classical fourth-order Runge-Kutta step is one of the $U_k$.

**Solution.** A Hermitian matrix has real eigenvalues $E_j$ and orthonormal eigenvectors $|j\rangle$ that span the space. Since $H^n|j\rangle = E_j^n|j\rangle$, each eigenvector of $H$ is an eigenvector of $U_k$:

$$ U_k|j\rangle = R_k(E_j\Delta t)\,|j\rangle, \qquad R_k(x) = \sum_{n=0}^{k}\frac{(-ix)^n}{n!} . $$

Expand the starting vector as $\psi_0 = \sum_j c_j|j\rangle$. After $N$ steps $\psi_N = \sum_j c_j R_k(x_j)^N|j\rangle$ with $x_j = E_j\Delta t$. Orthonormality removes the cross terms from the norm:

$$ \|\psi_N\|^2 = \sum_j |c_j|^2\, G_k(x_j)^N, \qquad G_k(x) = |R_k(x)|^2 . $$

The ratio $\|\psi_N\|^2/\|\psi_0\|^2$ is a weighted average of the numbers $G_k(x_j)^N$. It cannot exceed the largest of them, and it equals the largest when $\psi_0$ is the matching eigenvector. Therefore

$$ \|U_k^N\|^2 = \Big(\max_j G_k(x_j)\Big)^N . $$

If some $G_k(x_j) > 1$, this grows without bound. If all $G_k(x_j) \le 1$, it never exceeds 1. So $U_k$ is stable if and only if $G_k(x_j) \le 1$ for every eigenvalue, equality included. In matrix form the one-step statement reads $U_k^\dagger U_k = G_k(H\Delta t)$. For real $x$, $R_k(-x)$ is the complex conjugate of $R_k(x)$, so $G_k$ is even: only $|E_j|$ matters.

In a non-orthogonal basis with overlap matrix $S$ (Hermitian, positive definite) and Kohn-Sham matrix $F$, the coefficients obey $iS\,dc/dt = Fc$ and the physical norm is $c^\dagger Sc$. Put $d = S^{1/2}c$. Then $c^\dagger Sc = d^\dagger d$, and multiplying the equation of motion by $S^{-1/2}$ gives $i\,dd/dt = Hd$ with $H = S^{-1/2}FS^{-1/2}$, which is Hermitian. A Taylor step applied directly to $c$ uses $A = S^{-1}F = S^{-1/2}HS^{1/2}$. In a power of $A$ the inner factors $S^{1/2}S^{-1/2}$ cancel, so $A^n = S^{-1/2}H^nS^{1/2}$, and the step on $c$ is the step on $d$ in other coordinates. The $E_j$ are the solutions of $Fc = ESc$.

For the Runge-Kutta step write $d\psi/dt = L\psi$ with $L = -iH$ and $z = L\Delta t$. The four stages are

$$ k_1 = L\psi, \qquad k_2 = L\big(\psi + \tfrac{\Delta t}{2}k_1\big) = L\big(1 + \tfrac{z}{2}\big)\psi, $$

$$ k_3 = L\big(\psi + \tfrac{\Delta t}{2}k_2\big) = L\big(1 + \tfrac{z}{2} + \tfrac{z^2}{4}\big)\psi, $$

$$ k_4 = L\big(\psi + \Delta t\,k_3\big) = L\big(1 + z + \tfrac{z^2}{2} + \tfrac{z^3}{4}\big)\psi . $$

In $k_1 + 2k_2 + 2k_3 + k_4$ the bracket collects $1+2+2+1 = 6$ at order $z^0$, $1+1+1 = 3$ at order $z$, $\tfrac12+\tfrac12 = 1$ at order $z^2$ and $\tfrac14$ at order $z^3$. Multiplying by $\Delta t/6$ and adding $\psi$ gives $(1 + z + z^2/2 + z^3/6 + z^4/24)\psi = U_4\psi$. The equality needs the same $H$ in all four stages.

## (b) The amplification polynomials

Compute $G_k(x)$ for $k = 1, 2, 3, 4$.

**Solution.** The powers $(-i)^n$ for $n = 0,\dots,4$ are $1, -i, -1, +i, 1$. The even terms of $R_k$ are real and the odd terms imaginary, so $R_k = C_k - iS_k$, where $C_k$ and $S_k$ are the cosine and sine series cut after $x^k$, and $G_k = C_k^2 + S_k^2$.

For $k=1$, $C_1 = 1$ and $S_1 = x$:

$$ G_1 = 1 + x^2 . $$

For $k=2$, $C_2 = 1 - x^2/2$ and $S_2 = x$. Then $C_2^2 = 1 - x^2 + x^4/4$, the terms in $x^2$ cancel, and

$$ G_2 = 1 + \frac{x^4}{4} . $$

For $k=3$, $C_3 = C_2$ and $S_3 = x - x^3/6$, so $S_3^2 = x^2 - x^4/3 + x^6/36$. The coefficient of $x^4$ in the sum is $\tfrac14 - \tfrac13 = -\tfrac1{12}$:

$$ G_3 = 1 - \frac{x^4}{12} + \frac{x^6}{36} = 1 + \frac{x^4(x^2-3)}{36} . $$

For $k=4$, $S_4 = S_3$ and $C_4 = 1 - x^2/2 + x^4/24$. The squares of the three terms are $1$, $x^4/4$ and $x^8/576$. The doubled cross products are $-x^2$, $+x^4/12$ and $-x^6/24$. Hence $C_4^2 = 1 - x^2 + x^4/3 - x^6/24 + x^8/576$. On adding $S_4^2$ the terms in $x^2$ and $x^4$ cancel, and the coefficient of $x^6$ is $\tfrac1{36} - \tfrac1{24} = \tfrac{2-3}{72} = -\tfrac1{72}$:

$$ G_4 = 1 - \frac{x^6}{72} + \frac{x^8}{576} = 1 + \frac{x^6(x^2-8)}{576} . $$

The exact propagator has $\cos^2x + \sin^2x = 1$. The quantity $G_k - 1$ is what remains of that identity when the two series are cut.

## (c) The stability ranges

For each of the four orders, find all $\Delta t$ for which $U_k$ is stable. Where a stable range exists, find the strongest damping inside it and say what stability does and does not guarantee.

**Solution.** For $k=1$ and $k=2$ the excess $G_k - 1$ is $x^2$ or $x^4/4$, positive for every $x \neq 0$. Unless $H = 0$, some eigenvalue is nonzero, and both propagators are unstable for every $\Delta t > 0$. Since $G_k \ge 1$ at every eigenvalue, no vector ever shrinks. For $k=1$ the picture is geometric: the exact factor $e^{-ix}$ moves along the unit circle, and $1 - ix$ moves along its tangent, which lies outside.

For $k=3$ the factor $x^4/36$ is never negative, so $G_3 \le 1$ holds exactly when $x^2 \le 3$. For $k=4$ the same argument with $x^6/576$ gives $x^2 \le 8$. Each condition is an interval around zero, so it holds for all eigenvalues exactly when it holds for the one of largest modulus:

$$ k=3:\quad \rho\,\Delta t \le \sqrt3 = 1.732051, \qquad\qquad k=4:\quad \rho\,\Delta t \le 2\sqrt2 = 2.828427 . $$

Call these limits $x_3$ and $x_4$, and put $\Delta t_{\max} = x_k/\rho$. The energy in the condition is the largest $|E_j|$ of the whole matrix, whichever states are being propagated. At the endpoint $G_k = 1$ and, by part (a), $\|U_k^N\| = 1$ for all $N$. Per product of $H$ with a vector, order three can advance $\rho t$ by at most $\sqrt3/3 = 1/\sqrt3$ and order four by at most $2\sqrt2/4 = 1/\sqrt2$, so order four has the longer stable reach at equal cost.

Just outside the range the growth is already fast. At $\Delta t = 1.01\,\Delta t_{\max}$, order three has $x^2 = 3 \times 1.0201 = 3.0603$ and $G_3 = 1 + 9.3654 \times 0.0603/36 = 1.015687$. Order four has $x^2 = 8.1608$ and $G_4 = 1 + 543.50 \times 0.1608/576 = 1.15173$. Direct propagation of a random vector in the non-orthogonal basis of part (h) gives 1.015687 and 1.151727 per step once the fastest mode dominates.

For the damping set $y = x^2$. From $G_3 = 1 - y^2/12 + y^3/36$ follows $dG_3/dy = -y/6 + y^2/12 = y(y-2)/12$, which changes from negative to positive at $y = 2$, where $G_3 = 1 - \tfrac13 + \tfrac29 = \tfrac89$. From $G_4 = 1 - y^3/72 + y^4/576$ follows $dG_4/dy = -y^2/24 + y^3/144 = y^2(y-6)/144$, with the minimum at $y = 6$, where $G_4 = 1 - 3 + \tfrac94 = \tfrac14$.

Since $G_k < 1$ for $0 < |x| < x_k$, a stable Taylor propagator never increases the norm, and it is unitary only in the special case that every $x_j$ is $0$ or $\pm x_k$. A component with $x^2 = 6$ loses three quarters of its weight in each fourth-order step. That is harmless if the component is an unoccupied high-energy artefact of the basis, and it ruins the calculation if the component is an occupied core state. Stability means that a perturbation of the vector is not amplified by later steps. It does not stop the truncation errors of the individual steps from adding up, as the nearly attained bound of part (e), with its factor $N$, shows, and it says nothing about accuracy for states with $|x|$ of order one.

## (d) The pattern for general order

For arbitrary $k \ge 1$, find the leading term of $G_k - 1$ at small $x$ and decide which orders amplify and which damp as $\Delta t \to 0$.

**Solution.** Let $r = \sum_{n>k}(-ix)^n/n!$ be the discarded tail, so that $R_k = e^{-ix} - r$. Then

$$ G_k = (e^{ix} - r^*)(e^{-ix} - r) = 1 - 2\,\mathrm{Re}\big(e^{ix}r\big) + |r|^2 . $$

The last term begins at order $x^{2k+2}$. The middle term is expanded as

$$ e^{ix}r = (1 + ix + \dots)\left[\frac{(-ix)^{k+1}}{(k+1)!} + \frac{(-ix)^{k+2}}{(k+2)!} + \dots\right] . $$

For odd $k$ the power $k+1$ is even, and $(-i)^{k+1} = \big((-i)^2\big)^{(k+1)/2} = (-1)^{(k+1)/2}$ is real. The first term survives the real part. Multiplying by $-2$ lowers the exponent of $-1$ by one:

$$ G_k - 1 = \frac{2(-1)^{(k-1)/2}}{(k+1)!}\,x^{k+1} + \dots \qquad (k \text{ odd}). $$

For even $k$ the term of order $x^{k+1}$ is imaginary and drops out. Two terms appear at order $x^{k+2}$. Using $ix = -(-ix)$, they add up to

$$ (-ix)^{k+2}\left[\frac{1}{(k+2)!} - \frac{1}{(k+1)!}\right] = (-ix)^{k+2}\,\frac{1 - (k+2)}{(k+2)!} = -(-1)^{(k+2)/2}\,\frac{k+1}{(k+2)!}\,x^{k+2} . $$

Multiplying by $-2$,

$$ G_k - 1 = \frac{2(-1)^{(k+2)/2}(k+1)}{(k+2)!}\,x^{k+2} + \dots \qquad (k \text{ even}). $$

In both cases the power found is below $2k+2$ for $k \ge 1$, so $|r|^2$ does not compete. The formulas give $+x^2$, $+x^4/4$, $-x^4/12$ and $-x^6/72$ for $k = 1,\dots,4$, as in part (b). The sign is positive when $k$ leaves remainder 1 or 2 on division by 4, and negative when it leaves remainder 3 or 0; symbolic expansion for $k = 1$ to 12 gives the signs $++--++--++--$. Raising the order from four to five or six therefore brings back growth at small $|x|$, although it is weak, of order $x^6$ and $x^8$. The leading term says nothing about larger $|x|$, so the stability limits of orders above four do not follow from it.

## (e) What the instability of orders one and two means at fixed time

Fix $H$ and a final time $T = N\Delta t$. Bound the growth of the norm for $k = 1, 2$, bound the error $\|U_k^N - e^{-iHT}\|$ for any $k$, and decide whether the unstable orders converge as $\Delta t \to 0$.

**Solution.** For $k = 1, 2$ the function $G_k$ increases with $|x|$, so its maximum is at $x = \rho\Delta t$. With $\ln(1+u) \le u$ for $u \ge 0$ and $N\Delta t = T$,

$$ \ln\|U_1^N\|^2 \le N\rho^2\Delta t^2 = \rho^2\,\Delta t\,T, \qquad \ln\|U_2^N\|^2 \le \frac{N\rho^4\Delta t^4}{4} = \frac{\rho^4\,\Delta t^3\,T}{4} . $$

The bounds become equalities to leading order when $\rho\Delta t \ll 1$. Both tend to zero with $\Delta t$.

The matrices $U_k^N$ and $e^{-iHT}$ share the orthonormal eigenvectors $|j\rangle$, so by the argument of part (a) the norm of their difference is $\max_j|a_j^N - b_j^N|$ with $a = R_k(x)$ and $b = e^{-ix}$. The identity $a^N - b^N = (a-b)\sum_{m=0}^{N-1}a^m b^{N-1-m}$, with $|b| = 1$ and $|a - b| = |r|$, gives $|a^N - b^N| \le N|r|\max(1,|a|)^{N}$. The tail has the integral form $r = (-i)^{k+1}\int_0^x \frac{(x-s)^k}{k!}e^{-is}\,ds$, which follows from integrating $e^{-ix} = 1 - i\int_0^x e^{-is}ds$ by parts $k$ times. Since $|e^{-is}| = 1$, $|r| \le |x|^{k+1}/(k+1)!$. Therefore

$$ \|U_k^N - e^{-iHT}\| \le \frac{T\rho^{k+1}\Delta t^{\,k}}{(k+1)!}\;\max\big(1, \|U_k^N\|\big) . $$

The last factor is 1 inside the stable ranges and tends to 1 for $k = 1, 2$. All four orders converge at fixed $H$ and $T$, with an error of order $\Delta t^k$. The instability of orders one and two is a statement about $N \to \infty$ at fixed $\Delta t$: the growth is exponential in $T$, at a rate that a smaller step reduces and never removes.

When $a^N$ is still close to $b^N$, all terms of the sum have nearly the same phase and the bound is nearly attained. For the matrix of part (h), with $\rho = 23.9410$ Ha, $T = 0.2$ au and $N = 200$, one has $x = 0.023941$, and for $k = 4$ the bound is $200\,x^5/120 = 1.311\times10^{-8}$. The computed error, in the matrix norm defined in the Setting, is $1.311\times10^{-8}$. Doubling $N$ gives observed orders $\log_2(\text{error ratio})$ of 1.021, 2.000, 3.000 and 4.000 for $k = 1$ to 4. The excess for $k = 1$ comes from the growth factor. The modulus of $R_1^N$ is $e^{g}$ with $g \approx Nx^2/2 = 0.0573$. The phase of $R_1$ is $-\arctan x = -x + x^3/3 - \dots$, so the phase error $Nx^3/3 \approx 9\times10^{-4}$ is small and adds in quadrature. The error is then $e^{g} - 1 = 0.0590$, matching the computed $5.898\times10^{-2}$. Halving the step halves $g$, and the error ratio is $(e^g - 1)/(e^{g/2} - 1) = e^{g/2} + 1 = 2.029$, whose base-two logarithm is 1.021.

## (f) The zero of energy

A constant added to the potential changes the exact orbitals only by a common phase. Show how this freedom changes the stability limit and find the best choice.

For constant Hermitian $H \neq 0$, orders one and two are unstable at every step size, orders three and four are stable up to $\rho\,\Delta t = \sqrt3$ and $2\sqrt2$, and all four converge at fixed $H$ and $T$. What remains is to solve part (f) on the zero of energy, and then to treat changing and non-Hermitian $H$, the LiF molecule, and rounding noise and grids.
